**Two-dimensional Dirac-Coulomb levels and the threshold g = 1/2**

The program studies H = σ·p + mσ_z − g/r with ħ = v = 1, where g is the Coulomb coupling, j the half-integer angular momentum, R the charge radius and γ = √(j² − g²). It asserts that the separated radial operator agrees with Cartesian finite differences. It also asserts that levels from direct integration agree with E = m[1 + g²/(n+γ)²]^(−1/2), including the absence of n = 0 for j < 0. At g = 0.4 the largest level difference is 3.0 × 10⁻⁸ m, and the finite-radius shift follows R^0.6, as 2γ = 0.6 requires. For m = 0 and g = 1, the program asserts that resonances found on a complex radial path have the predicted energies, spacing and decay angle; the output shows a spacing factor of 37.62 and an angle of 0.1627 rad. At g = 0.4 it asserts that the sampled low-energy points stay far from a resonance. For a velocity of 10⁶ m/s, the printed threshold charges are 0.229, 0.571 and 1.14 elementary charges for environmental dielectric constants 1, 2.5 and 5, without screening by graphene's own electrons.

## Check in Python

```python
"""Two-dimensional Dirac-Coulomb problem, H = sigma.p + m sigma_z - g/r (hbar = v = 1).

Results under test:
  gamma = sqrt(j^2 - g^2), j half-integer;
  E = m / sqrt(1 + g^2/(n+gamma)^2), n >= 0 for j > 0 and n >= 1 for j < 0;
  for m = 0 a geometric tower of resonances exists for g > 1/2, not below.
Symbols: j total angular momentum, g coupling, R charge radius,
F and G radial functions, psi = r^(-1/2) (F e^{i(j-1/2)phi}, i G e^{i(j+1/2)phi}).
The finite charge has potential -g/max(r, R). In the bound-state part m = 1;
in the massless part R = 1.
"""
import cmath
import math
import numpy as np
from scipy.constants import fine_structure, c
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma as Gamma, jv


# ---------- separation of variables, checked in Cartesian coordinates ----------
def radial_trial(r):
    return r**1.3 * math.exp(-r), math.sin(r)


def spinor(x, y, j):
    r, phi = math.hypot(x, y), math.atan2(y, x)
    F, G = radial_trial(r)
    return np.array([F * cmath.exp(1j * (j - 0.5) * phi),
                     1j * G * cmath.exp(1j * (j + 0.5) * phi)]) / math.sqrt(r)


separation_error = 0.0
for j in (0.5, -0.5, 1.5, -1.5):
    x, y, h = 0.7, 0.5, 1e-4
    dx = (spinor(x + h, y, j) - spinor(x - h, y, j)) / (2 * h)
    dy = (spinor(x, y + h, j) - spinor(x, y - h, j)) / (2 * h)
    cartesian = np.array([-1j * (dx[1] - 1j * dy[1]),
                          -1j * (dx[0] + 1j * dy[0])])
    r, phi = math.hypot(x, y), math.atan2(y, x)
    F, G = radial_trial(r)
    dF, dG = F * (1.3 / r - 1), math.cos(r)
    radial = np.array([cmath.exp(1j * (j - 0.5) * phi) * (dG + j * G / r),
                       -1j * cmath.exp(1j * (j + 0.5) * phi) * (dF - j * F / r)])
    radial /= math.sqrt(r)
    separation_error = max(separation_error, np.max(abs(cartesian - radial)))
assert separation_error < 1e-6


# ---------- gapped bound states by direct integration, m = 1 ----------
def mismatch(E, g, j, R):
    """Normalized cross product of inner and outer solutions at r = 1."""
    def rhs(t, y):
        r = math.exp(t)
        kinetic = r * E + g * min(1.0, r / R)
        return [j * y[0] - (kinetic + r) * y[1],
                -j * y[1] + (kinetic - r) * y[0]]

    def integrate(start, stop, y):
        sol = solve_ivp(rhs, (start, stop), y, method="DOP853",
                        rtol=1e-9, atol=1e-12)
        assert sol.success
        return sol.y[:, -1]

    r0 = 1e-3 * R
    s0 = r0 * E + g * r0 / R
    if j > 0:
        first = [1.0, (s0 - r0) / (2 * j + 1)]
    else:
        first = [-(s0 + r0) / (2 * abs(j) + 1), 1.0]
    inner = integrate(math.log(r0), math.log(R), first)
    inner = integrate(math.log(R), 0.0, inner)
    r_far = 150.0
    ratio = math.sqrt((1 - E - g / r_far) / (1 + E + g / r_far))
    outer = integrate(math.log(r_far), 0.0, [1.0, ratio])
    cross = inner[0] * outer[1] - inner[1] * outer[0]
    return cross / (np.linalg.norm(inner) * np.linalg.norm(outer))


def level(g, j, n):
    exponent = math.sqrt(j * j - g * g)
    return 1 / math.sqrt(1 + (g / (n + exponent))**2)


g_sub, R_tiny = 0.4, 1e-12
gamma_half = math.sqrt(0.25 - g_sub**2)
print(f"subcritical coupling g = {g_sub:.2f}; gap parameter m = 1")
print(f"gamma for |j|=1/2: {gamma_half:.6f}")
print(f"gamma for |j|=3/2: {math.sqrt(2.25 - g_sub**2):.6f}")
print(f"charge radius in level search: {R_tiny:.0e} (hbar/(m v))")
print("levels below 0.99 m: j, n, integrated E/m, formula E/m")
energy_grid = np.concatenate([np.linspace(-0.95, 0.9, 10),
                              [0.94, 0.96, 0.975, 0.99]])
largest_error = 0.0
for j in (0.5, -0.5, 1.5, -1.5):
    values = [mismatch(E, g_sub, j, R_tiny) for E in energy_grid]
    found = []
    for i in range(len(values) - 1):
        if values[i] * values[i + 1] < 0:
            found.append(brentq(lambda E: mismatch(E, g_sub, j, R_tiny),
                                energy_grid[i], energy_grid[i + 1], xtol=1e-10))
    n_first = 0 if j > 0 else 1
    expected = [(n, level(g_sub, j, n)) for n in range(n_first, 12)
                if level(g_sub, j, n) < energy_grid[-1]]
    assert len(found) == len(expected)
    for E, (n, E_formula) in zip(found, expected):
        largest_error = max(largest_error, abs(E - E_formula))
        print(f"  {j:+.1f}  {n:d}  {E:.6f}  {E_formula:.6f}")
assert largest_error < 2e-6
print(f"largest level difference: {largest_error:.1e} m")

# Energy shift caused by a small charge radius
shifts = []
for R in (1e-6, 1e-8):
    E = brentq(lambda e: mismatch(e, g_sub, 0.5, R), 0.55, 0.70, xtol=1e-11)
    shifts.append(E - level(g_sub, 0.5, 0))
    print(f"shift of lowest level at R={R:.0e}: {shifts[-1]:.3e} m")
power = math.log(shifts[0] / shifts[1]) / math.log(100)
assert abs(power - 2 * gamma_half) < 0.01
print(f"power of R: measured {power:.4f}, 2 gamma = {2 * gamma_half:.4f}")

for g in (0.2, 0.4, 0.49, 0.5):
    print(f"lowest point-charge level, g={g:.2f}: {math.sqrt(1 - 4*g*g):.6f} m")
E_beyond = brentq(lambda e: mismatch(e, 0.55, 0.5, 0.01), -0.95, 0.80)
assert abs(mismatch(E_beyond, 0.55, 0.5, 0.01)) < 1e-7
print(f"finite radius R=0.01, g=0.55: lowest E = {E_beyond:.6f} m")


# ---------- massless resonances, R = 1 ----------
def outgoing(E, g, j):
    """u=F+iG and w=F-iG at R, from a path on which the outgoing wave decays."""
    direction = math.log(40 / abs(E)) - 0.5j * math.pi

    def rhs(t, y):
        phase = 1j * (E * cmath.exp(t * direction) + g)
        return [direction * (phase * y[0] + j * y[1]),
                direction * (-phase * y[1] + j * y[0])]

    Er_far = E * cmath.exp(direction)
    sol = solve_ivp(rhs, (1.0, 0.0), np.array([1.0, j / (2j * Er_far)], complex),
                    method="DOP853", rtol=1e-9, atol=1e-12)
    assert sol.success
    return sol.y[:, -1]


def inside(E, g, j):
    """The same two functions for the constant potential inside the charge."""
    J0, J1 = jv(0, E + g), jv(1, E + g)
    F, G = (J0, J1) if j > 0 else (-J1, J0)
    return np.array([F + 1j * G, F - 1j * G])


def resonance_condition(log_minus_E, g, j):
    E = -cmath.exp(log_minus_E)
    u, w = outgoing(E, g, j)
    u_in, w_in = inside(E, g, j)
    return w / u - w_in / u_in


def small_energy_prediction(g, j, k):
    """Resonance from small-argument matching of the Tricomi functions."""
    lam = math.sqrt(g * g - j * j)
    s = 1j * lam
    u_in, w_in = inside(0.0, g, j)
    rho = w_in / u_in
    top = Gamma(-2*s) * (rho / Gamma(-s - 1j*g) + j / Gamma(1 - s - 1j*g))
    bottom = Gamma(2*s) * (rho / Gamma(s - 1j*g) + j / Gamma(1 + s - 1j*g))
    log_z = 1j * cmath.log(-top / bottom) / (2 * lam) - math.pi * k / lam
    return 0.5j * cmath.exp(log_z)


g_super = 1.0
lam = math.sqrt(g_super**2 - 0.25)
delta = (math.log(math.sinh(math.pi * (g_super + lam))
                  / math.sinh(math.pi * (g_super - lam))) / (4 * lam)
         - math.pi / 2)
print(f"massless case, g = {g_super:.2f}: lambda = {lam:.6f}")
print("resonances: j, k, integrated E, predicted E (hbar v/R)")
for j in (0.5, -0.5):
    tower = []
    for k in (3, 4):
        predicted = small_energy_prediction(g_super, j, k)
        start = cmath.log(-predicted)
        a, b = start + 0.05, start + 0.03j
        fa = resonance_condition(a, g_super, j)
        fb = resonance_condition(b, g_super, j)
        for _ in range(15):
            if abs(fb) < 1e-8 or fa == fb:
                break
            new = b - fb * (b - a) / (fb - fa)
            a, fa = b, fb
            b, fb = new, resonance_condition(new, g_super, j)
        assert abs(fb) < 1e-7
        E = -cmath.exp(b)
        assert abs(E / predicted - 1) < 1e-3
        assert abs(cmath.phase(-E) - delta) < 1e-3
        tower.append(E)
        print(f"  {j:+.1f} {k:d} {E:.5e} {predicted:.5e}")
    ratio = abs(tower[0] / tower[1])
    assert abs(ratio / math.exp(math.pi / lam) - 1) < 1e-3
    print(f"  spacing factor {ratio:.4f}; decay angle {cmath.phase(-tower[1]):.5f} rad")
print(f"predicted spacing factor exp(pi/lambda): {math.exp(math.pi / lam):.4f}")
print(f"predicted decay angle delta: {delta:.5f} rad")

# Below threshold the inner and outgoing solutions stay far from matching
smallest = 1.0
for magnitude in np.logspace(-6, -3, 7):
    for angle in (0.0, 0.3, 0.7, 1.2):
        E = -magnitude * cmath.exp(1j * angle)
        out, inn = outgoing(E, g_sub, 0.5), inside(E, g_sub, 0.5)
        cross = abs(out[0] * inn[1] - out[1] * inn[0])
        smallest = min(smallest, cross / np.linalg.norm(out) / np.linalg.norm(inn))
assert smallest > 0.5
print(f"g=0.40, j=+0.5, |E| from 1e-6 to 1e-3 hbar v/R:")
print(f"  smallest sampled mismatch (0 means resonance): {smallest:.4f}")

# ---------- coupling in graphene ----------
velocity = 1.0e6
alpha_graphene = fine_structure * c / velocity
print(f"chosen graphene velocity: {velocity:.2e} m/s")
print(f"alpha_g without dielectric: {alpha_graphene:.4f}")
for dielectric in (1.0, 2.5, 5.0):
    print(f"threshold charge, kappa_env={dielectric:.1f}: "
          f"{dielectric / (2 * alpha_graphene):.4f} e")
print("ALL CHECKS PASSED")
```

Printed output:

```
subcritical coupling g = 0.40; gap parameter m = 1
gamma for |j|=1/2: 0.300000
gamma for |j|=3/2: 1.445683
charge radius in level search: 1e-12 (hbar/(m v))
levels below 0.99 m: j, n, integrated E/m, formula E/m
  +0.5  0  0.600000  0.600000
  +0.5  1  0.955779  0.955779
  +0.5  2  0.985212  0.985212
  -0.5  1  0.955779  0.955779
  -0.5  2  0.985212  0.985212
  +1.5  0  0.963789  0.963789
  +1.5  1  0.986888  0.986888
  -1.5  1  0.986888  0.986888
largest level difference: 3.0e-08 m
shift of lowest level at R=1e-06: 1.179e-04 m
shift of lowest level at R=1e-08: 7.439e-06 m
power of R: measured 0.6000, 2 gamma = 0.6000
lowest point-charge level, g=0.20: 0.916515 m
lowest point-charge level, g=0.40: 0.600000 m
lowest point-charge level, g=0.49: 0.198997 m
lowest point-charge level, g=0.50: 0.000000 m
finite radius R=0.01, g=0.55: lowest E = 0.165200 m
massless case, g = 1.00: lambda = 0.866025
resonances: j, k, integrated E, predicted E (hbar v/R)
  +0.5 3 -3.05201e-05-5.01130e-06j -3.05199e-05-5.01124e-06j
  +0.5 4 -8.11216e-07-1.33198e-07j -8.11216e-07-1.33198e-07j
  spacing factor 37.6226; decay angle 0.16274 rad
  -0.5 3 -3.05201e-05-5.01130e-06j -3.05199e-05-5.01124e-06j
  -0.5 4 -8.11216e-07-1.33198e-07j -8.11216e-07-1.33198e-07j
  spacing factor 37.6226; decay angle 0.16274 rad
predicted spacing factor exp(pi/lambda): 37.6224
predicted decay angle delta: 0.16274 rad
g=0.40, j=+0.5, |E| from 1e-6 to 1e-3 hbar v/R:
  smallest sampled mismatch (0 means resonance): 0.7871
chosen graphene velocity: 1.00e+06 m/s
alpha_g without dielectric: 2.1877
threshold charge, kappa_env=1.0: 0.2286 e
threshold charge, kappa_env=2.5: 0.5714 e
threshold charge, kappa_env=5.0: 1.1428 e
ALL CHECKS PASSED
```
